# Fermi-contact coupling of HD from triplet response under bond stretching

**Setting.** An HD molecule has clamped nuclei a distance $R$ apart and a nonrelativistic singlet ground state. The coupling constant $J$ (in Hz) is defined by the effective energy $hJ\,\mathbf I_H\cdot\mathbf I_D$, with dimensionless nuclear spins. Keep only the Fermi-contact interaction. Orbitals are real, $(pq|rs)$ denotes a Coulomb integral between the charge distributions $pq$ and $rs$, and atomic units are used except for couplings and where SI constants appear.

## Part (a): the operator and the energy derivative

**Question.** Find the contact interaction between an electron and a nuclear moment $\hbar\gamma_K\mathbf I_K$. Then express $J$ as a second derivative of an electronic energy.

**Answer.** Model the nucleus as a ball of radius $a$ with uniform magnetization $M$ along $z$. Write $\mathbf H=-\nabla\psi$, with $\psi=Mz/3$ inside and $\psi=Ma^3z/(3r^3)$ outside. Both satisfy Laplace's equation and agree at $r=a$. The normal component of $\mathbf B$ there is $\mu_0(M-M/3)\cos\theta$ from inside and $\mu_0(2M/3)\cos\theta$ from outside, so it is continuous as well. The inner field is therefore $\tfrac23\mu_0\mathbf M$. Since $\mathbf M$ is the moment divided by the volume, the inner field tends to $\tfrac23\mu_0\hbar\gamma_K\mathbf I_K\,\delta(\mathbf r-\mathbf R_K)$ as $a\to0$. The outer dipole field belongs to the spin-dipole interaction, which is left out.

The electron moment is $-g_e\mu_B\mathbf s$ with $g_e>0$, and its energy is minus moment times field:
$$V_K=C_K\,\mathbf I_K\cdot\sum_i\delta(\mathbf r_i-\mathbf R_K)\,\mathbf s_i,\qquad C_K=\tfrac23\mu_0g_e\mu_B\hbar\gamma_K .$$
The constants are $C_H=6.7935\times10^{-7}$ and $C_D=1.0428\times10^{-7}$ hartree bohr³. For scale, in the hydrogen atom the density at the nucleus is $1/\pi$, and $\mathbf s\cdot\mathbf I$ differs by 1 between total spin 1 and 0. The splitting $C_H/\pi$ corresponds to 1.423 GHz.

In a singlet the expectation value of the spin vector $\sum_i\delta(\mathbf r_i-\mathbf R_K)\mathbf s_i$ vanishes, so the first-order energy is zero. In second order, the terms containing both nuclei form $\sum_{ij}T_{ij}I_{H,i}I_{D,j}$. The singlet and the spin-free Hamiltonian do not change under spin rotations, so $T_{ij}=hJ\,\delta_{ij}$, and the $zz$ component suffices. Let $D_K=\sum_i\delta(\mathbf r_i-\mathbf R_K)s_{iz}$ and add $\lambda_HD_H+\lambda_DD_D$ to the Hamiltonian. The cross term of the second-order energy occurs in two equal orderings, which gives the factor 2:
$$hJ=C_HC_D\frac{\partial^2E}{\partial\lambda_H\partial\lambda_D}=-2C_HC_D\sum_{n\neq0}\frac{\langle0|D_H|n\rangle\langle n|D_D|0\rangle}{E_n-E_0}.$$
One atomic unit of the derivative corresponds to $C_HC_D/h=466.1$ Hz.

## Part (b): Hartree-Fock response

**Question.** Derive $J$ in restricted Hartree-Fock (RHF), where both electrons occupy $\phi_1$ when the field is off.

**Answer.** The field acts with opposite signs on the two spins. Exchanging the spins is equivalent to reversing the field, so to first order the two orbitals change oppositely:
$$a=\frac{\phi_1+\kappa}{\sqrt{1+|\kappa|^2}},\qquad b=\frac{\phi_1-\kappa}{\sqrt{1+|\kappa|^2}},\qquad \kappa=\sum_{a'}\kappa_{a'}\phi_{a'},$$
where $a'$ runs over the empty orbitals. Electrons of opposite spin have no exchange energy, so $E=h_{aa}+h_{bb}+(aa|bb)$ plus the nuclear repulsion. Terms linear in $\kappa$ cancel. To second order,
$$h_{aa}+h_{bb}=2h_{11}+2\left(h_{\kappa\kappa}-|\kappa|^2h_{11}\right),$$
$$(aa|bb)=(11|11)+2(11|\kappa\kappa)-4(1\kappa|1\kappa)-2|\kappa|^2(11|11).$$
The Fock operator gives $\varepsilon_1=h_{11}+(11|11)$ and $F_{\kappa\kappa}=h_{\kappa\kappa}+2(11|\kappa\kappa)-(1\kappa|1\kappa)$. Eliminating $h_{11}$ and $h_{\kappa\kappa}$ leaves
$$E^{(2)}=2\left[F_{\kappa\kappa}-|\kappa|^2\varepsilon_1-(11|\kappa\kappa)-(1\kappa|1\kappa)\right]=2\kappa^TM\kappa,$$
$$M_{a'b'}=(\varepsilon_{a'}-\varepsilon_1)\delta_{a'b'}-(11|a'b')-(1a'|1b').$$
The field contributes $\tfrac12\lambda_K[a(\mathbf R_K)^2-b(\mathbf R_K)^2]=2\lambda_K\phi_1(\mathbf R_K)\kappa(\mathbf R_K)$ to this order. Define $d_{K,a'}=\phi_1(\mathbf R_K)\phi_{a'}(\mathbf R_K)$ and $f=\lambda_Hd_H+\lambda_Dd_D$. The energy change is $2\kappa^TM\kappa+2\kappa^Tf$. It is stationary at $\kappa=-\tfrac12M^{-1}f$, where it equals $-\tfrac12f^TM^{-1}f$. The mixed derivative gives
$$hJ_{\rm RHF}=-C_HC_D\,d_H^TM^{-1}d_D .$$
This requires $M$ to be invertible. For the RHF state to be a minimum against spin polarization, $M$ must also be positive definite.

## Part (c): full configuration interaction

**Question.** Find the corresponding formula for the full-CI ground state in a finite orbital basis.

**Answer.** Write the spatial singlet function as $\sum_{pq}C_{pq}\phi_p(1)\phi_q(2)$, with $C$ symmetric and $\sum C_{pq}^2=1$. Its spin factor is $(\alpha\beta-\beta\alpha)/\sqrt2$. The operator $s_{1z}$ turns this factor into $\tfrac12(\alpha\beta+\beta\alpha)/\sqrt2$, and $s_{2z}$ gives the negative of that. The result is a triplet spin function, so only triplets enter the sum of part (a).

Let $(\Delta_K)_{pq}=\phi_p(\mathbf R_K)\phi_q(\mathbf R_K)$ be the contact matrix. Acting on electron 1 it multiplies $C$ from the left, and on electron 2 from the right. The spatial part of $D_K|0\rangle$ is thus $\tfrac12X_K$, with the antisymmetric matrix $X_K=\Delta_KC-C\Delta_K$. The two factors of $\tfrac12$ turn the prefactor $-2$ into $-\tfrac12$:
$$hJ_{\rm FCI}=-\tfrac12C_HC_D\,\langle X_H|(H_T-E_0)^{-1}|X_D\rangle .$$
Here $H_T$ is the Hamiltonian on antisymmetric spatial functions and $\langle X|Y\rangle=\sum_{pq}X_{pq}Y_{pq}$.

## Part (d): near the equilibrium distance

**Question.** Evaluate both formulas at $R=1.4$ bohr and compare them with the measured coupling, roughly 43 Hz. How does the basis affect the comparison?

**Answer.** The basis consists of the s, p and d Gaussians of the cc-pVTZ set, uncontracted. Steep s functions are added on each atom, each exponent being six times the previous largest. The linear equations of (b) and (c) are then solved numerically.

| added s functions | $J_{\rm RHF}$ / Hz | $J_{\rm FCI}$ / Hz |
|---|---|---|
| 0 | 43.5 | 32.8 |
| 1 | 48.8 | 36.8 |
| 2 | 51.6 | 38.9 |
| 3 | 52.5 | 39.6 |
| 4 | 53.0 | 39.9 |

A Gaussian is flat at its centre, whereas the true wave function has a cusp at the nucleus, and steep functions repair this. With four of them, the hydrogen-atom density at the nucleus is 0.3171 bohr⁻³ instead of $1/\pi=0.3183$, which is 0.4% low. A larger set, the s, p and d functions of cc-pVQZ with three steep additions, gives 52.8 and 39.8 Hz. The last digit of the table is not converged. Eight steep functions on the cc-pVTZ set give 53.25 and 40.15 Hz, and a denser set of 16 s, 4 p and 2 d functions per atom, with s exponents from 0.03 to $5\times10^6$, gives 53.35 and 40.17 Hz. The last row is thus low by about 0.4 and 0.2 Hz, while the ratio stays at 1.33.

RHF thus lies $53.0/39.9-1\approx33\%$ above full CI in the same basis. It is about 10 Hz above the measured value, and full CI about 3 Hz below. Those 3 Hz cannot be assigned to one cause: the measured coupling also contains orbital and spin-dipole terms and averaging over vibration and rotation, and the basis is finite. The first row is a warning. Without steep functions RHF gives 43.5 Hz, close to experiment, because the lack of steep functions lowers it by more than 9 Hz, which nearly cancels the excess.

The electronic problem of H₂ is the same. Multiplying by $\gamma_H/\gamma_D=6.514$ gives a full-CI contact coupling of 260 Hz between two protons in this basis, and 262 Hz in the denser set.

## Part (e): why Hartree-Fock overshoots

**Question.** Keep only the bonding orbital $g$ and the antibonding orbital $u$. Find $J_{\rm RHF}/J_{\rm FCI}$, show that it exceeds 1 wherever RHF is stable, and determine how it changes on stretching.

**Answer.** Let $J_{gg},J_{uu},J_{gu}$ be the Coulomb integrals and $K=(gu|gu)$. The product $gu$ is odd under exchange of the nuclei, so it equals $d$ at H and $-d$ at D. With $\varepsilon_g=h_g+J_{gg}$ and $\varepsilon_u=h_u+2J_{gu}-K$, the matrix $M$ is the single number
$$M=h_u-h_g+J_{gu}-J_{gg}-2K=G-K,$$
where $G=(h_g+h_u+J_{gu}-K)-(2h_g+J_{gg})$ is the triplet energy above the configuration $g^2$. Hence $hJ_{\rm RHF}=C_HC_Dd^2/(G-K)$.

In full CI, $g^2$ and $u^2$ are coupled by $K$ and separated by $2\Delta$, with $\Delta=h_u-h_g+\tfrac12(J_{uu}-J_{gg})$. Take the ground state as $\cos\theta\,g^2-\sin\theta\,u^2$. The first row of the eigenvalue equation gives an energy $-K\tan\theta$ relative to $g^2$. The second then gives $K-2\Delta\tan\theta=K\tan^2\theta$, that is, $\tan2\theta=K/\Delta$. The triplet amplitudes are $(X_H)_{gu}=-d(\cos\theta+\sin\theta)$ and $(X_D)_{gu}=+d(\cos\theta+\sin\theta)$. Each $X$ has two elements of equal size, so $\langle X_H|X_D\rangle=-2d^2(1+\sin2\theta)$ and
$$hJ_{\rm FCI}=C_HC_Dd^2\,\frac{1+\sin2\theta}{G+K\tan\theta}.$$

Define $x=\Delta/K$, $q=\sqrt{1+x^2}$ and $w=[\tfrac12(J_{gg}+J_{uu})-J_{gu}]/K$. The bracket is the Coulomb self-energy $\tfrac12(\rho|\rho)$ of the charge distribution $\rho=gg-uu$, which cannot be negative, so $w\ge0$. Then $G/K=x-1-w$, $\tan\theta=q-x$ and $\sin2\theta=1/q$, which gives
$$r=\frac{J_{\rm RHF}}{J_{\rm FCI}}=\frac{q-1-w}{(x-2-w)(1+1/q)} .$$

RHF is stable for $y\equiv x-2-w>0$. Numerator minus denominator is $q-x+1-y/q$. Since $y<x<q$, this exceeds $q-x>0$, so $r>1$.

For the dependence on $x$ at fixed $w$, use $dq/dx=x/q<1$:
$$\frac{\partial\ln r}{\partial x}=\frac xq\left[\frac1{q-1-w}+\frac1{q(q+1)}\right]-\frac1y .$$
Because $q-1-w=y+1+(q-x)>y+1$, the first part is below $\frac1{y+1}+\frac1{q(q+1)}$. From $q>y$ it follows that $\frac1{q(q+1)}<\frac1{y(y+1)}=\frac1y-\frac1{y+1}$. The derivative is therefore negative, and the ratio grows as $x$ falls. It also grows with $w$, since $\partial\ln r/\partial w=1/y-1/(q-1-w)>0$.

Stretching brings $g$ and $u$ closer in energy and lowers $x$. In the minimal basis STO-3G, $x$ falls from 4.351 at 1.4 bohr to 2.452 at 2.0 bohr. Meanwhile $w$ falls from 0.124 to 0.084, which acts the other way but does not prevail. At 2.0 bohr, $x=2.4515$ and $w=0.0840$ give $q=2.6476$, $y=0.3675$ and $1+1/q=1.3777$, so
$$r=\frac{2.6476-1.0840}{0.3675\times1.3777}\approx3.09,$$
compared with 1.23 at 1.4 bohr.

In the opposite limit of large $x$ at fixed $w$, expansion gives $r\simeq1+(\tfrac52+w)/x^2$. In this model RHF has too small a denominator, $G-K$, but also lacks the amplitude factor $1+\sin2\theta$. The two errors cancel at order $1/x$. As the bond stretches the denominator error wins, because $G-K$ reaches zero while $G+K\tan\theta$ is still positive.

The model has limits. Its couplings in STO-3G at 1.4 bohr are 72 and 59 Hz, well above the values of part (d). In the large basis at 1.4 bohr the lowest triplet carries only 32 of the 40 Hz in full CI, and its product of contact amplitudes is 0.85 times that of the lowest RHF mode, where the model has $1+\sin2\theta=1.22$. The partial cancellation near equilibrium is therefore a property of the two-orbital model. What carries over to the large basis is the vanishing RHF denominator on stretching.

## Part (f): the stretched bond and the limit of the statement

**Question.** Does the overshoot grow with $R$ in the large basis, and how far does the statement hold?

**Answer.** With four steep functions, let $m$ be the lowest eigenvalue of $M$ and "gap" the full-CI energy from the singlet to the lowest triplet.

| $R$ / bohr | $J_{\rm RHF}$ / Hz | $J_{\rm FCI}$ / Hz | ratio | $m$ / hartree | gap / hartree |
|---|---|---|---|---|---|
| 1.4 | 53.0 | 39.9 | 1.33 | 0.268 | 0.393 |
| 1.6 | 76.2 | 50.8 | 1.50 | 0.197 | 0.338 |
| 1.8 | 113 | 62.1 | 1.82 | 0.132 | 0.287 |
| 2.0 | 197 | 75.4 | 2.62 | 0.074 | 0.241 |
| 2.1 | 302 | 83.2 | 3.64 | 0.047 | 0.220 |

Both the ratio and the difference grow over this range; the difference rises from 13 to 219 Hz. Full CI also gives a growing coupling: $J_{\rm FCI}$ increases by a factor 2.1 while the inverse gap increases by 1.8. In RHF, $1/m$ increases by 5.65 and $J_{\rm RHF}$ by 5.71. The last digits of the table depend on the basis: the denser set of part (d) gives a gap of 0.390 hartree at 1.4 bohr, and $J_{\rm RHF}=301$ Hz, a ratio of 3.62 and $m=0.048$ hartree at 2.1 bohr.

The growth of the overshoot ends where $m=0$, the Coulson-Fischer distance. A numerical root search places it at $R_{\rm CF}=2.296$ bohr in this basis; the denser set of part (d) moves it to 2.299 bohr. Let $v$ be the normalized eigenvector belonging to $m$. Near the zero,
$$hJ_{\rm RHF}\simeq-C_HC_D\,\frac{(d_H\cdot v)(d_D\cdot v)}{m}.$$
If the orbital described by $v$ is odd under exchange of the nuclei, the two contact amplitudes have opposite signs and $J_{\rm RHF}$ has the sign of $m$; if it is even, the sign is reversed. At 0.02 bohr below $R_{\rm CF}$ the response equation gives $+3040$ Hz with $m=0.0046$ hartree, and at 0.02 bohr above it $-3058$ Hz with $m=-0.0045$ hartree. The product $Jm$ is about $+14$ Hz hartree on both sides, so the soft mode is odd, as in the two-orbital model.

At 0.10 bohr beyond $R_{\rm CF}$, RHF gives $-619$ Hz. Full CI gives $+113$ Hz with a gap of 0.164 hartree. The pole therefore belongs to the RHF reference and not to the molecule. The statement that RHF overshoots increasingly holds from 1.4 bohr up to $R_{\rm CF}$; just beyond, RHF has the wrong sign.

The cause can be read from $E^{(2)}=2\kappa^TM\kappa$. For $m<0$ the energy falls when the two spins occupy different orbitals, even without a field. At $R_{\rm CF}+0.15$ bohr, an unrestricted self-consistent solution lies 0.0019 hartree below RHF, with a contact spin density $\tfrac12(a^2-b^2)$ of magnitude 0.079 bohr⁻³ at D. Such a state responds to a contact field already in first order, so it cannot supply the singlet coupling defined in part (a).

Second-order theory for the true singlet has its own condition: contact energies must be small compared with the triplet gap. Here $C_H/\pi\approx2\times10^{-7}$ hartree stands against gaps above 0.1 hartree, so the condition is amply met. It would fail at distances so large that singlet and triplet become nearly degenerate.

Numbers in the example were calculated in double precision.
